\section*{Band-unfolding weights in a doubled cell from PAW pseudo coefficients}

\section{Problem}

An electron of mass $m$ moves in one dimension in a supercell of length $L=2a$. The cell holds two identical atoms on the ideal sites $R=0$ and $R=a$. A smooth potential of period $2a$, which vanishes inside the augmentation spheres $|x-R|<r_c$, destroys the primitive period $a$. The spheres do not overlap.

A supercell eigenstate obeys $\psi(x+2a)=e^{2iKa}\psi(x)$. Two inequivalent primitive wave numbers fold onto $K$:
\begin{equation}
k_1=K,\qquad k_2=K+\frac{\pi}{a}.
\end{equation}
The projector augmented-wave (PAW) method represents $\psi$ by a smooth pseudo state
\begin{equation}
\tilde\psi(x)=\frac{1}{\sqrt L}\sum_q C_q e^{iqx},\qquad q=K+\frac{\pi n}{a},\quad n\ \text{integer},
\end{equation}
and by the map
\begin{equation}
\psi=T\tilde\psi=\tilde\psi+\sum_{R,i}\bigl(\phi_i^R-\tilde\phi_i^R\bigr)c_i^R,
\qquad c_i^R=\langle p_i^R|\tilde\psi\rangle .
\label{map}
\end{equation}
Here $\phi_i^R(x)=\phi_i(x-R)$ are all-electron partial waves, $\tilde\phi_i^R$ are their pseudo counterparts, and the projectors satisfy $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$. All three sets are real and the same for both atoms. Inner products of cell functions are taken over one supercell, and $\langle\psi|\psi\rangle=1$. Assume that inside each sphere $\tilde\psi=\sum_i\tilde\phi_i^R c_i^R$, so that the partial waves are complete for the state considered.

\begin{enumerate}
\item[(a)] Define the unfolding weight $W_k$ as the squared norm of the part of $\psi$ with primitive wave number $k$. Express it through the plane-wave coefficients of $\psi$.
\item[(b)] Find $W_k$ from $C_q$, $c_i^R$ and the augmentation charges $q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle$, integrated over one sphere.
\item[(c)] Let $\tilde W_k$ be the weight computed from the pseudo coefficients alone, and let $\tilde N=\tilde W_1+\tilde W_2$. Find the error of the renormalized weight $w_k=\tilde W_k/\tilde N$, and determine when it is zero.
\item[(d)] Evaluate the weights numerically for a model crystal and explain the size of the errors.
\end{enumerate}

\section{Solution}

\subsection{(a) The projector onto a primitive wave number}

Let $\tau f(x)=f(x+a)$, and define
\begin{equation}
P_k=\tfrac12\bigl(1+e^{-ika}\tau\bigr),\qquad k=k_1\ \text{or}\ k_2 .
\label{proj}
\end{equation}
On functions with supercell wave number $K$ we have $\tau^2=e^{2iKa}$. Both values of $k$ satisfy $e^{2ika}=e^{2iKa}$, so $u=e^{-ika}\tau$ obeys $u^2=1$. Therefore
\begin{equation}
P_k^2=\tfrac14(1+2u+u^2)=\tfrac12(1+u)=P_k .
\end{equation}
Since $\tau$ is unitary, so is $u$, and $u^\dagger=u^{-1}=u$. Thus $P_k$ is an orthogonal projector. Because $e^{-ik_2a}=-e^{-ik_1a}$, the two projectors add to the identity.

Acting on a plane wave,
\begin{equation}
P_k e^{iqx}=\tfrac12\bigl[1+e^{i(q-k)a}\bigr]e^{iqx}.
\end{equation}
The difference $q-k$ is a multiple of $\pi/a$. The factor is 1 for an even multiple and 0 for an odd one. If $C^{\rm ae}_q$ are the coefficients of the all-electron state $\psi$, then
\begin{equation}
W_k=\|P_k\psi\|^2=\sum_g|C^{\rm ae}_{k+g}|^2,\qquad g=\frac{2\pi n}{a},
\qquad W_1+W_2=1 .
\label{ae}
\end{equation}

\subsection{(b) The augmented weight}

The pseudo coefficients alone give
\begin{equation}
\tilde W_k=\|P_k\tilde\psi\|^2=\sum_g|C_{k+g}|^2 .
\end{equation}
To obtain $W_k$ we need $P_kT\tilde\psi$, and the first step is to show that $T$ commutes with $\tau$. Extend the sum in (\ref{map}) over all sites $R=na$ of the infinite chain, with each projection integral taken over its own sphere. A change of variable gives
\begin{equation}
\langle p_i^R|\tau\tilde\psi\rangle=\int p_i(x-R)\tilde\psi(x+a)\,dx=c_i^{R+a}.
\label{shift}
\end{equation}
With $\Delta_i=\phi_i-\tilde\phi_i$ it follows that
\begin{align}
(T\tau\tilde\psi)(x)&=\tilde\psi(x+a)+\sum_{R,i}\Delta_i(x-R)\,c_i^{R+a}\nonumber\\
&=\tilde\psi(x+a)+\sum_{R',i}\Delta_i(x+a-R')\,c_i^{R'}=(\tau T\tilde\psi)(x),
\end{align}
where $R'=R+a$. This step uses both the ideal positions and the identity of the two atoms. It gives $P_k\psi=P_kT\tilde\psi=TP_k\tilde\psi$: the component of the true state is the PAW image of the component of the pseudo state.

Next we need the norm of such an image. Let $\tilde f$ be a pseudo function that equals $\sum_i\tilde\phi_i^Rd_i^R$ in each sphere, with $d_i^R=\langle p_i^R|\tilde f\rangle$. Then $T\tilde f$ equals $\tilde f$ between the spheres and $\sum_i\phi_i^Rd_i^R$ inside them. Replacing the pseudo norm in each sphere by the all-electron norm gives
\begin{equation}
\|T\tilde f\|^2=\|\tilde f\|^2+\sum_{R=0,a}\sum_{ij}d_i^{R*}q_{ij}d_j^R .
\label{norm}
\end{equation}
The function $\tilde f=P_k\tilde\psi$ qualifies, because in each sphere it is a sum of $\tilde\psi$ and a translated copy of $\tilde\psi$, and both are combinations of the same $\tilde\phi_i$.

Its projections follow from (\ref{proj}) and (\ref{shift}). Define
\begin{equation}
C_i(k)=\sum_{R=0,a}e^{-ikR}c_i^R=c_i^0+e^{-ika}c_i^a .
\end{equation}
At $R=0$ the projection is
\begin{equation}
d_i^0=\tfrac12\bigl(c_i^0+e^{-ika}c_i^a\bigr)=\tfrac12C_i(k).
\end{equation}
At $R=a$ we use $c_i^{2a}=e^{2iKa}c_i^0=e^{2ika}c_i^0$:
\begin{equation}
d_i^a=\tfrac12\bigl(c_i^a+e^{-ika}e^{2ika}c_i^0\bigr)=\tfrac12e^{ika}C_i(k).
\end{equation}
The phase cancels in (\ref{norm}), and each of the two sites contributes one quarter of $\sum_{ij}C_i^*q_{ij}C_j$. Hence
\begin{equation}
W_k=\tilde W_k+A_k,\qquad
A_k=\frac12\sum_{ij}C_i(k)^*\,q_{ij}\,C_j(k).
\label{main}
\end{equation}
The augmentation term contains the interference between the two sites. The on-site quantities $\sum_{ij}c_i^{R*}q_{ij}c_j^R$ fix the sum $A_1+A_2$, but its division between $k_1$ and $k_2$ also depends on the relative phases of $c_i^0$ and $c_i^a$.

If the atoms differ or are displaced, $T$ does not commute with $\tau$ in general, and the derivation of (\ref{main}) fails at its first step.

\subsection{(c) The error of renormalization}

From $W_1+W_2=1$ and (\ref{main}) we have $1=\tilde N+A_1+A_2$. Therefore
\begin{align}
W_1-w_1&=\tilde W_1+A_1-\frac{\tilde W_1}{\tilde N}
=\frac{(\tilde W_1+A_1)\tilde N-\tilde W_1(\tilde N+A_1+A_2)}{\tilde N}\nonumber\\
&=\frac{A_1(\tilde N-\tilde W_1)-A_2\tilde W_1}{\tilde N}
=\frac{A_1\tilde W_2-A_2\tilde W_1}{\tilde N}.
\label{err}
\end{align}
The error at $k_2$ is the opposite, since both sets of weights add to one. When both pseudo weights are nonzero, define
\begin{equation}
s_k=\frac{W_k}{\tilde W_k}=1+\frac{A_k}{\tilde W_k},
\end{equation}
the true norm per unit of pseudo norm in component $k$. Substituting $A_k=(s_k-1)\tilde W_k$ in (\ref{err}) gives
\begin{equation}
W_1-w_1=\frac{\tilde W_1\tilde W_2}{\tilde N}(s_1-s_2)=\tilde N\,w_1w_2\,(s_1-s_2).
\label{err2}
\end{equation}
If one pseudo weight vanishes, say $\tilde W_1=0$, then $P_1\tilde\psi=0$. Its image $P_1\psi=TP_1\tilde\psi$ also vanishes, so $W_1=w_1=0$. Under the stated assumptions, renormalization is therefore exact for a given state if and only if one component is absent or $s_1=s_2$. Renormalization applies one common factor $1/\tilde N$, which is correct when both components have lost the same fraction of their norm.

Three situations meet the condition.

\emph{No perturbation.} The pseudo problem then commutes with $\tau$, so a nondegenerate state is an eigenfunction of $\tau$ and has a single component. If two folded states are degenerate, a solver may return a mixture of them. In one dimension the Schr\"odinger equation has only two independent solutions at a given energy, so these states are complex conjugates of each other, up to a factor, with wave numbers $k$ and $-k$. Since $T$ is real, they have the same ratio $s_k$, and the error is zero for the mixture as well.

\emph{Vanishing augmentation charges.} If every $q_{ij}$ is zero, then $s_1=s_2=1$. The pseudo weights are correct even before renormalization.

\emph{Time reversal at} $K=\pi/(2a)$. Here $k_2=3\pi/(2a)=-k_1+2\pi/a$, so $k_2$ is equivalent to $-k_1$. The Hamiltonian and $T$ are real, and $\tilde\psi^*$ has wave number $-K$, which is equivalent to $K$ in the supercell. A nondegenerate state therefore satisfies $\tilde\psi^*=e^{i\theta}\tilde\psi$. Conjugating (\ref{proj}) gives
\begin{equation}
(P_{k_1}\tilde\psi)^*=P_{-k_1}\tilde\psi^*=e^{i\theta}P_{k_2}\tilde\psi .
\end{equation}
The two components have equal pseudo norms and, since $T$ is real, equal true norms. Thus $W_1=W_2=w_1=w_2=\tfrac12$ and $s_1=s_2$, although $q_{ij}$ need not vanish.

A pseudo sum equal to one is not sufficient. If $\tilde N=1$ because $A_2=-A_1\ne0$, equation (\ref{err}) gives the error $A_1(\tilde W_1+\tilde W_2)/\tilde N=A_1$.

\subsection{(d) A model crystal}

\paragraph{Model.} Take $a=0.30$ nm and $r_c=0.10$ nm. With $h(u)=(1-u^2)^3$ for $|u|<1$ and zero otherwise, each atom has the potential $-30\ {\rm eV}\;h(x/0.04\ {\rm nm})$, with $x$ measured from its site. One of the two gaps, centred at $a/2$, holds the hump $8\ {\rm eV}\;h[(x-a/2)/0.05\ {\rm nm}]$. It ends at the sphere boundaries. The supercell wave number is $K=0.35\,\pi/a=3.67\ {\rm nm}^{-1}$, so $k_2=14.14\ {\rm nm}^{-1}$.

The true weights come from (\ref{ae}) after diagonalizing the all-electron Hamiltonian in 201 plane waves. The pseudo state comes from a separate calculation with 101 plane waves.

\paragraph{Pseudo problem.} Write $\eta=\hbar^2/(2m)=0.0381\ {\rm eV\,nm^2}$. At each of two reference energies the atomic equation $-\eta\phi_j''+v\phi_j=\varepsilon_j\phi_j$ is integrated numerically for an even and an odd solution. Each $\tilde\phi_j$ is an even or odd polynomial with three coefficients, fixed by the value, slope and curvature of $\phi_j$ at $r_c$. The local pseudo potential is zero in the spheres. Define, with integrals over one sphere,
\begin{equation}
\chi_j=\varepsilon_j\tilde\phi_j+\eta\tilde\phi_j'',\quad
B_{ij}=\langle\tilde\phi_i|\chi_j\rangle,\quad
p_i=\sum_j(B^{-1})_{ji}\chi_j,\quad
D_{ij}=B_{ij}+\varepsilon_jq_{ij}.
\end{equation}
The projectors are dual to the pseudo waves, because $\langle\chi_l|\tilde\phi_j\rangle=B_{jl}$ and
\begin{equation}
\langle p_i|\tilde\phi_j\rangle=\sum_lB_{jl}(B^{-1})_{li}=\delta_{ij}.
\end{equation}
The pseudo equation is $\tilde H\tilde\psi=ES\tilde\psi$. The operator $\tilde H$ contains the kinetic energy, the hump and $\sum_{R,ij}|p_i^R\rangle D_{ij}\langle p_j^R|$, while $S=1+\sum_{R,ij}|p_i^R\rangle q_{ij}\langle p_j^R|$. Inside a sphere,
\begin{equation}
(\tilde H-\varepsilon_nS)\tilde\phi_n=-\chi_n+\sum_i(D_{in}-\varepsilon_nq_{in})p_i
=-\chi_n+\sum_{ij}B_{in}(B^{-1})_{ji}\chi_j=0 .
\end{equation}
The matrix $D$ is symmetric. Partial integration gives
\begin{equation}
B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\langle\tilde\phi_i|\tilde\phi_j\rangle
+\eta\bigl[\tilde\phi_i\tilde\phi_j'-\tilde\phi_i'\tilde\phi_j\bigr]_{-r_c}^{r_c}.
\end{equation}
Adding $(\varepsilon_j-\varepsilon_i)q_{ij}$ replaces the pseudo overlap by $\langle\phi_i|\phi_j\rangle$. Value and slope match at $\pm r_c$, so the bracket equals its all-electron counterpart. The atomic equation makes the resulting sum zero.

At an energy $E=\varepsilon_n$ the all-electron solution in a sphere is a combination of one even and one odd $\phi$. Replacing them by their pseudo partners solves the pseudo equation, so the expansion is complete there. The reference energies are the all-electron energies of states 1 and 3. State 2 lies between them, and its expansion is approximate.

\paragraph{Results.} The three lowest states give the following values.

\begin{center}
\begin{tabular}{lrrr}
 & state 1 & state 2 & state 3\\
\hline
$E$ (eV) & $-5.7265$ & $-5.1898$ & $6.0779$\\
$\tilde W_1$ & 0.65956 & 0.01655 & 0.08814\\
$\tilde W_2$ & 0.01849 & 0.63110 & 0.86712\\
$A_1$ & 0.31408 & 0.00917 & 0.01180\\
$A_2$ & 0.00788 & 0.34318 & 0.03294\\
$W_1$ from (\ref{ae}) & 0.97363 & 0.02572 & 0.09994\\
$w_1$ & 0.97273 & 0.02555 & 0.09227\\
$s_1$ & 1.4762 & 1.5544 & 1.1338\\
$s_2$ & 1.4263 & 1.5438 & 1.0380\\
$W_1-w_1$ & 0.00090 & 0.00017 & 0.00767\\
\end{tabular}
\end{center}

For state 3 the augmented weight is $0.08814+0.01180=0.09994$, equal to the all-electron value. The pseudo sum is $\tilde N=0.08814+0.86712=0.95526$, so $w_1=0.08814/0.95526=0.09227$. Equation (\ref{err}) gives
\begin{equation}
W_1-w_1=\frac{0.01180\times0.86712-0.03294\times0.08814}{0.95526}=0.0077 .
\end{equation}
This is 7.7\% of the true weight at $k_1$. In state 1 the pseudo sum is only 0.678, yet renormalization misses the small weight at $k_2$ by 0.0009, or 3.4\% of its true value 0.0264. The missing norm is thus a poor guide to the error: state 3 has lost far less norm and has the larger error. By (\ref{err2}) the error is the product of $\tilde N$, $w_1w_2$ and $s_1-s_2$. All three are larger in state 3: 0.955, 0.084 and 0.096, against 0.678, 0.027 and 0.050 in state 1.

For state 2 the pseudo energy lies less than $10^{-4}$ eV above the all-electron one, while $\tilde W_1+A_1$ agrees with $W_1$ to the digits shown. The incomplete expansion has no visible effect on this weight.

\paragraph{Why $s_1$ and $s_2$ differ.} At a reference energy, each component $P_k\tilde\psi$ is a combination of one even and one odd pseudo wave in every sphere. Let $F_e$ and $F_o$ be the fractions of its pseudo norm that lie in the spheres with even and odd parity, and let $\rho_e$ and $\rho_o$ be the ratios $\langle\phi|\phi\rangle/\langle\tilde\phi|\tilde\phi\rangle$ in a sphere. Even and odd parts do not interfere in the norm, so
\begin{equation}
s_k=1+F_e(\rho_e-1)+F_o(\rho_o-1),\qquad F_e+F_o\le1 .
\label{parity}
\end{equation}
At the energy of state 3 the computed ratios are $\rho_e=2.079$ and $\rho_o=1.016$. The smooth polynomial thus loses the fraction $1-1/\rho_e=0.52$ of the even norm in a sphere, but only $1-1/\rho_o=0.016$ of the odd norm.

Equation (\ref{parity}) bounds $F_e$. Setting $F_o=0$ gives the upper bound $(s_k-1)/(\rho_e-1)$. Setting $F_o=1-F_e$ gives the lower bound $(s_k-\rho_o)/(\rho_e-\rho_o)$. For the $k_1$ component these are
\begin{equation}
\frac{1.1338-1.016}{2.079-1.016}=0.111\le F_e\le\frac{0.1338}{1.079}=0.124 .
\end{equation}
For the $k_2$ component the same expressions give $0.021\le F_e\le0.035$. The minor component therefore has at least three times the even fraction of the major one. It loses a larger fraction of its norm in pseudization, and a common factor leaves it too small.

\paragraph{The exact cases in the model.} Without the hump, the lowest state at the same $K$ has the pseudo sum 0.685. Its renormalized weight at $k_1$ is 1.000, as is the true weight. With the hump restored and $K=\pi/(2a)$, the two lowest states are separated by 0.188 eV, so the lowest one is nondegenerate. Its pseudo sum is 0.671 and $s_1=s_2=1.490=1/0.671$. Both weights are 0.500 after renormalization, in agreement with the all-electron result, although almost a third of the norm is absent from the pseudo coefficients.
